Positivity of Backward Euler with Scharfetter–Gummel Electron Fluxes

**Setting.** A plasma simulation advances the electron density n on a finite-volume mesh. Cell i has volume V_i > 0. The face between cells i and j has area A_ij, and the line joining the two centres is normal to it and has length h_ij. The electron flux is

Γ = w n − D ∇n,

where w = −μE is the drift velocity, μ the mobility, E the electric field and D the diffusion coefficient. On each face D_ij = D_ji > 0, and w_ij is the finite drift component from i towards j, so w_ji = −w_ij. The losses are k_i n with k_i ≥ 0, and the volume sources are S_i ≥ 0. At a wall the outward flux is

Γ_w = a n_w − g,

with wall density n_w, collection velocity a ≥ 0 and emitted flux g ≥ 0. All of w, D, k, S, a and g are prescribed during a step: none depends on the new density. The mesh has finitely many cells, and the step Δt is positive and finite.

**(a) Find the flux between two cell centres, taking Γ, w and D constant between them. Show that both densities enter with coefficients of definite sign.**

Let x run from 0 at centre i to h at centre j, and drop the face indices. The density obeys

D dn/dx = w n − Γ.

For w ≠ 0 the solution with n(0) = n_i is

n(x) = Γ/w + (n_i − Γ/w) exp(wx/D).

Define z = wh/D and require n(h) = n_j:

n_j = Γ/w + (n_i − Γ/w) e^z,
(Γ/w)(e^z − 1) = n_i e^z − n_j.

Since w = Dz/h,

Γ = (D/h) [z e^z/(e^z − 1) n_i − z/(e^z − 1) n_j].

With the Bernoulli function B(z) = z/(e^z − 1), B(0) = 1, the first coefficient is

z e^z/(e^z − 1) = z/(1 − e^(−z)) = (−z)/(e^(−z) − 1) = B(−z).

The Scharfetter–Gummel flux is therefore

Γ_ij = (D/h) [B(−z) n_i − B(z) n_j].

The numbers z and e^z − 1 have the same sign, so B(z) > 0 for every finite z. Density in i drives flux towards j, and density in j drives flux back, however strong the drift. The two coefficients differ by

B(−z) − B(z) = z(e^z − 1)/(e^z − 1) = z.

For z → 0 the flux becomes D(n_i − n_j)/h, which is pure diffusion. For z → +∞, B(z) → 0 and B(−z)/z → 1, so the flux approaches w n_i, the upwind value.

As a check, the flux equation was integrated numerically from n_i = 1 with Γ from the formula for n_j = 0.4. At z = −2.5, −0.3, 0, 0.7 and 2.5 the integration arrived at 0.4 within a relative tolerance of 10⁻⁷.

**(b) Eliminate the wall density from the half cell next to a wall.**

The distance from centre to wall is h/2. Let d = D/(h/2), and let z now be the outward drift times (h/2)/D. With centre density n_c, part (a) and the wall law give

Γ_w = d[B(−z)n_c − B(z)n_w] = a n_w − g.

Collecting n_w,

n_w = [d B(−z)n_c + g]/[a + d B(z)].

The denominator is positive. Inserting n_w into a n_w − g,

Γ_w = [a d B(−z)n_c + a g − a g − d B(z)g]/[a + d B(z)]
= α n_c − β,

α = a d B(−z)/[a + d B(z)] ≥ 0,
β = g d B(z)/[a + d B(z)] ≥ 0.

Thus the wall removes electrons in proportion to n_c and supplies a nonnegative prescribed amount. Also n_w ≥ 0 whenever n_c ≥ 0. For a = 0 nothing is collected and β = g. For a → ∞ the wall absorbs perfectly, and β → 0.

**(c) Write one backward Euler step as M n^new = b. Find the signs of the entries of M, and compare its column and row sums.**

Backward Euler evaluates the fluxes and losses at the new time:

V_i(n_i^new − n_i^old)/Δt + Σ_j A_ij Γ_ij^new + A_w,i(α_i n_i^new − β_i) = V_i S_i − V_i k_i n_i^new.

Here A_w,i is the wall area of cell i, zero for an interior cell. Let C_ij = A_ij D_ij/h_ij, which is symmetric and positive between neighbours. Moving all new densities to the left gives

M_ii = V_i/Δt + V_i k_i + A_w,i α_i + Σ_j C_ij B(−z_ij),
M_ij = −C_ij B(z_ij) for neighbours i ≠ j,
b_i = V_i n_i^old/Δt + V_i S_i + A_w,i β_i.

Other off-diagonal entries vanish. The diagonal is positive, the off-diagonal entries are nonpositive, and b ≥ 0 if n^old ≥ 0.

In column j, the diagonal contains C_ij B(−z_ji) for each neighbour i. Because z_ji = −z_ij, this equals C_ij B(z_ij) and cancels M_ij. What leaves cell j enters cell i. Hence

c_j = Σ_i M_ij = V_j/Δt + V_j k_j + A_w,j α_j > 0.

The row sum behaves differently. Using B(−z) − B(z) = z and C_ij z_ij = A_ij w_ij,

Σ_j M_ij = V_i/Δt + V_i k_i + A_w,i α_i + Σ_j A_ij w_ij.

In an interior cell the last term is V_i times the discrete divergence of the drift. It is negative where drift compresses the electrons, and for large Δt it can make the row sum negative. A proof for every Δt must therefore not assume row dominance; the columns provide what is needed.

**(d) Prove that M is a nonsingular M-matrix and that the density stays nonnegative for every Δt.**

A nonsingular M-matrix has nonpositive off-diagonal entries and an inverse whose entries are all nonnegative. The signs are known, so the inverse remains.

Let Λ be the diagonal part of M and write

M = (I − G)Λ, G_jj = 0, G_ij = −M_ij/M_jj ≥ 0 for i ≠ j.

Column j of G sums to

Σ_i G_ij = (M_jj − c_j)/M_jj = 1 − c_j/M_jj < 1.

Let q be the largest of these finitely many sums. Then q < 1, and q is the matrix norm ‖G‖₁, the largest absolute column sum. Multiplying out a finite series gives

(I − G)(I + G + … + G^N) = I − G^(N+1), with ‖G^(N+1)‖₁ ≤ q^(N+1) → 0.

The series converges and is the inverse of I − G. Consequently

M⁻¹ = Λ⁻¹(I + G + G² + …) ≥ 0,

since every factor and every term is nonnegative. This proves the M-matrix property. If n^old ≥ 0, then b ≥ 0 and

n^new = M⁻¹b ≥ 0.

The new density can serve as the old density of the next step, so induction covers any number of steps, even with different step lengths. ∎

The power G^m collects transfers through m successive faces. On a connected mesh every pair of cells is joined by such a path, and all its factors are positive because B > 0. Every entry of M⁻¹ is then positive, and any nonzero b ≥ 0 gives a positive density in every cell.

Two tests support the general statement. For four mutually connected cells with symbolic positive transfer rates and column sums, the determinant has 125 terms, all positive, and all cofactors also have positive coefficients only. On a 6 × 6 mesh with random drift, |z| ≤ 8, the inverse was nonnegative for Δt = 10⁻³, 1 and 10⁴ in model units, with a rounding allowance of 10⁻¹³ of its largest entry.

**(e) What do the column sums imply for the number of electrons and for an error in the old density?**

Adding all rows of M n^new = b and multiplying by Δt gives

Σ_j V_j n_j^new + Δt Σ_j (V_j k_j + A_w,j α_j)n_j^new = Σ_j V_j n_j^old + Δt Σ_j (V_j S_j + A_w,j β_j).

This is the electron balance: positivity is obtained without clipping negative values, which would add electrons.

Now take two solutions with the same prescribed data. Their difference e obeys M e^new = V e^old/Δt, where V is the diagonal matrix of volumes. Define y = M⁻¹V|e^old|/Δt. Since M⁻¹ ≥ 0, |e^new| ≤ y in every cell. Summing the rows of M y = V|e^old|/Δt,

Σ_j c_j y_j = Σ_j V_j|e_j^old|/Δt.

Because c_j ≥ V_j/Δt,

Σ_j V_j|e_j^new| ≤ Σ_j V_j y_j ≤ Σ_j V_j|e_j^old|.

An old error does not grow in this volume-weighted L1 norm. Its largest local value may still grow where the drift converges.

**(f) Which changes to the scheme remove the guarantee for every Δt?**

*Explicit Euler.* Let L = M − V/Δt be the matrix of transport and losses. Then

n_i^new = (1 − Δt L_ii/V_i)n_i^old + nonnegative terms.

If the bracket is negative, a pulse confined to cell i without sources turns negative. Positivity for all nonnegative initial data thus requires Δt ≤ min_i(V_i/L_ii), and this is also sufficient.

*Crank–Nicolson.* Without sources,

(2V/Δt + L)n^new = (2V/Δt − L)n^old.

If y is the backward Euler result after Δt/2, then (2V/Δt + L)y = (2V/Δt)n^old. The right side above is 2(2V/Δt)n^old − (2V/Δt + L)n^old, so

n^new = 2y − n^old.

A pulse cell becomes negative if it has lost more than half its density in y.

*Central fluxes.* These replace B(z) by 1 − z/2. For z > 2 the off-diagonal entry −C(1 − z/2) is positive, and the sign pattern is lost. For small Δt,

M⁻¹ = Δt V⁻¹ − Δt² V⁻¹L V⁻¹ + …,

so a positive L_ij produces a negative entry of M⁻¹. Shortening the step therefore does not restore the guarantee; a mesh fine enough that |z| ≤ 2 on every face restores the sign pattern.

*Implicit ionization.* A source ν_i n_i^new subtracts V_i ν_i from the diagonal. Let F = −V⁻¹L + diag(ν), and let λ be the largest real part of its eigenvalues. The step matrix, divided by the volumes, is sI − F with s = 1/Δt. The off-diagonal entries of F are nonnegative, so P = F + cI ≥ 0 for a large enough constant c. By the Perron–Frobenius theorem the spectral radius of P is an eigenvalue with a nonnegative eigenvector v ≠ 0. It equals λ + c, and Fv = λv. If s > λ,

(sI − F)⁻¹ = Σ_m P^m/(s + c)^(m+1) ≥ 0.

If s ≤ λ and a nonnegative inverse existed, then

v = (s − λ)(sI − F)⁻¹v ≤ 0,

which contradicts v ≥ 0, v ≠ 0. Positivity for all nonnegative data therefore holds exactly when 1/Δt > λ. The column sums give the simpler sufficient condition Δt ν_max < 1. The lagged source ν_i n_i^old is prescribed and nonnegative, and it imposes no positivity limit.

*Self-consistent field.* If w depends on n^new through Poisson's equation, the system is nonlinear. A converged solution with finite w still satisfies M n^new = b at its own field, so it is nonnegative. The proof does not establish that such a solution exists, and it does not cover Newton iterates, whose matrix also contains derivatives of w.

**(g) Apply the results to a 20 mm discharge gap with 40 cells and sheath fields frozen at one instant.**

The electron temperature is T_e = 3 eV and μ = 3 × 10⁵ cm²/Vs, so the Einstein relation gives D = 3 × 3 × 10⁵ = 9 × 10⁵ cm²/s. The fields push electrons away from both walls and fall linearly to zero. The sheath voltages are 20 V over 2 mm and 10 V over 1 mm, and both peak fields are 200 V/cm. Initially n = 10¹⁰ cm⁻³ in the bulk and zero in the sheaths. The bulk source is 10¹⁶ cm⁻³ s⁻¹, and each wall emits 10¹⁴ cm⁻² s⁻¹.

The spacing is h = 0.05 cm. At the first interior face on the left the field is 150 V/cm, so

|z| = 150 × 0.05/3 = 2.5, B(2.5) = 0.224, B(−2.5) = 2.724.

The diffusion rate is D/h² = 3.6 × 10⁸ s⁻¹. The left wall cell has the largest outflow rate:

2.724 × 3.6 × 10⁸ + (4.317 × 10⁶)/0.05 = 1.067 × 10⁹ s⁻¹,

where the second term is α/h. Here α follows from part (b) with a = 2.898 × 10⁷ cm/s, a quarter of the mean thermal speed, and the field of 187.5 V/cm at the middle of the half cell. The explicit limit is its inverse, 0.937 ns. The strongest drift convergence is in the right sheath, 3 × 10⁵ × 200/0.1 = 6 × 10⁸ s⁻¹, so row dominance is lost above 1.67 ns.

For a 10 ns step backward Euler gives a minimum of 2.19 × 10⁷ cm⁻³, whereas explicit Euler gives −2.59 × 10¹⁰ cm⁻³. The explicit value can be traced to a bulk cell beside an empty sheath cell. The field vanishes at their common face, so diffusion alone removes 3.6 times the cell's density, and the source adds 10⁸ cm⁻³:

10¹⁰(1 − 3.6) + 10⁸ = −2.59 × 10¹⁰ cm⁻³.

Even a 1 ms backward Euler step has a positive minimum, 2.17 × 10⁸ cm⁻³. The sign is guaranteed on every mesh, but the size of these minima is not converged: with 320 cells the backward Euler values fall to 5.2 × 10⁶ cm⁻³ at 10 ns and 4.5 × 10⁷ cm⁻³ at 1 ms, and with 1280 cells they fall by a further 15 to 20 %, to 4.4 × 10⁶ and 3.6 × 10⁷ cm⁻³. On all these meshes the minimum lies in the left wall cell, whose centre moves towards the wall as the mesh is refined.

The other failures also appear. A one-cell pulse of 10¹⁰ cm⁻³ at mid-gap reaches −7.66 × 10⁹ cm⁻³ after a 100 ns Crank–Nicolson step (−9.71 × 10⁹ cm⁻³ with 320 cells, where a one-cell pulse is narrower). With central fluxes, a pulse in the second cell gives −7.8 × 10⁷ cm⁻³ after 0.1 ns. This failure belongs to the coarse mesh: with 80 cells |z| stays below 2 on every interior face, and it disappears. For implicit bulk ionization at 5 × 10⁶ s⁻¹, λ = 4.40 × 10⁶ s⁻¹ and the limit is 227 ns (224 ns with 320 cells); the sufficient condition gives 200 ns. One percent above the limit, the bulk initial density produces −1.04 × 10¹² cm⁻³, while lagged ionization stays positive.

Positivity is not accuracy. Relative to the L1 norm of the exact solution of the same cell equations, one backward Euler step has an error of 0.02 % at 0.1 ns, 0.6 % at 1 ns, 1.8 % at 10 ns and 1.4 % at 100 ns. These figures exclude the error of the spatial mesh, but they depend on the mesh: with 160 cells they become 0.23 %, 0.7 %, 1.6 % and 1.2 %. The norm also gives little weight to the sparse sheaths: with 40 cells they fill 15 % of the gap but hold only 0.2 % of the exact norm at 0.1 ns and 6.4 % at 100 ns. The largest relative error in any single cell is far greater: 319 % at 0.1 ns and 27 % at 10 ns. With 160 cells the second value is 29 %, but the first rises to about 1.7 × 10⁵ %, in a nearly empty sheath cell.

The parameters are rough values for a capacitive argon discharge at 1 Torr and 300 K, except that the sheath voltages are low: driven sheaths often carry much larger voltages, which would change the numbers above but not the sign guarantee. The frozen field is the assumption most plainly broken by long steps: at 10¹⁰ cm⁻³ the dielectric relaxation time is 0.18 ns, so 10 ns spans about 54 relaxation times, and a 13.56 MHz period is only 74 ns. Electron inertia is small at the RF frequency, with a ratio of angular frequency to collision rate of 0.015. It is not small during dielectric relaxation: the collision time is 0.17 ns, about as long as the relaxation time, so a self-consistent field would respond with a damped oscillation. The shortest steps above therefore test the numerical scheme, not the physics on that time scale. A self-consistent calculation that resolves the sheath edge would also need a finer mesh: the Debye length at 10¹⁰ cm⁻³ is 0.13 mm, while the spacing here is 0.5 mm. The sheath transport model is strained: the mean free path is 20 % of the right sheath width, the peak drift is 0.52 of the mean thermal speed, and the peak reduced field of about 620 Td makes constant μ and T_e doubtful. If μ were halved at fixed field and T_e, z would not change, the interior outflow from the left wall cell would halve and α would not increase. The outflow rate of that cell would be at most (9.81/2 + 0.86) × 10⁸ = 5.77 × 10⁸ s⁻¹, and every other cell would stay below this bound, so the explicit limit would rise to at least 1.73 ns. The backward Euler guarantee would remain, because D would stay positive, the drift finite, and the losses, sources and wall data prescribed and nonnegative. Further values are in the numerical output.

Table of computed values

```
Pressure: 1.0 Torr
Gas temperature: 300 K
Electron temperature: 3.0 eV
Mobility: 3.00e+05 cm2/Vs
Diffusion coefficient: 9.00e+05 cm2/s
Gap: 20.0 mm; cells: 40; spacing: 0.50 mm
Left sheath: 20 V over 2 mm
Right sheath: 10 V over 1 mm
Peak field: 200 V/cm
Initial bulk density: 1.00e+10 cm-3
Bulk source: 1.00e+16 cm-3 s-1
Emitted wall flux: 1.00e+14 cm-2 s-1
Wall collection velocity a: 2.898e+07 cm/s
Left wall alpha: 4.317e+06 cm/s
Right wall alpha: 4.735e+06 cm/s
Left wall beta: 7.106e+13 cm-2 s-1
Right wall beta: 7.025e+13 cm-2 s-1
Largest |z| on interior faces: 2.500
B(z), B(-z) there: 0.2236, 2.7236
Norm of G at 1 ns: 0.4744
Positive terms in 4-cell determinant: 125
Row dominance lost above: 1.667 ns
Explicit Euler positivity limit: 0.937 ns
One step: dt (ns), BE min, BE max, explicit min (cm-3)
  0.1, 1.037e+05, 1.000e+10, 0.000e+00
  1.0, 1.558e+06, 1.001e+10, 0.000e+00
  10.0, 2.191e+07, 1.010e+10, -2.590e+10
  1000.0, 9.457e+07, 1.558e+10, -3.580e+12
  1000000.0, 2.170e+08, 3.525e+10, -3.590e+15
Crank-Nicolson min, pulse, 100 ns: -7.658e+09 cm-3
Central-flux min, pulse, 0.1 ns: -7.812e+07 cm-3
Ionization frequency in counterexample: 5.00e+06 s-1
Principal growth rate: 4.396e+06 s-1
Implicit-ionization step limit: 227.5 ns
Sufficient limit 1/frequency: 200.0 ns
Min density 1% above step limit: -1.042e+12 cm-3
Min with lagged ionization: 1.066e+08 cm-3
BE relative L1 error at 0.1 ns: 0.022 %
BE relative L1 error at 1.0 ns: 0.579 %
BE relative L1 error at 10.0 ns: 1.832 %
BE relative L1 error at 100.0 ns: 1.432 %
Error ratio on halving a small step: 3.992
Dielectric relaxation time: 0.184 ns
RF angular frequency/collision rate (13.56 MHz): 0.0145
Mean free path: 0.198 mm
Mean free path/right sheath width: 0.198
Peak drift/mean thermal speed: 0.518
Peak reduced field: 621 Td
```
